# Crossover temperature for carbodiimide loss from a guanidinate complex

## Second half: the crossover and what controls it

### Symbols and results carried over

The guanidinate complex $C$ releases a carbodiimide $L$ and leaves a metal amide $A$. The carbodiimide pressure is $p_L$, the standard pressure is $p^\circ=1$ bar, and $\Delta E$ is the molar electronic energy change between potential minima. The first half gave

$$
K=\frac{kT}{p^\circ}\frac{\varphi_A\varphi_L}{\varphi_C}e^{-\Delta E/RT},
\qquad \Delta G^\circ=-RT\ln K,
$$

where $\varphi$ is the product of the translational factor $(2\pi mkT/h^2)^{3/2}$, the rotational factor $\sqrt\pi(8\pi^2kT/h^2)^{3/2}\sqrt{I_aI_bI_c}$, and a factor $e^{-x/2}/(1-e^{-x})$ for each vibration, with $x=hc\tilde\nu/kT$. Rotational symmetry numbers are taken as one here; for a symmetric species, $\varphi$ must be divided by its symmetry number. Equal amounts of $A$ and $C$ require $K(T_x)=p_L/p^\circ$. The temperature is called $T^*$ when $p_L=p^\circ$.

### The general crossover equation

At fixed pressure the entropy is minus the temperature derivative of the Gibbs energy. Hence

$$
\Delta S^\circ=-\frac{d\Delta G^\circ}{dT}
=R\ln K+RT\frac{d\ln K}{dT}.
$$

Adding $T\Delta S^\circ$ to $\Delta G^\circ=-RT\ln K$ cancels the terms in $\ln K$:

$$
\Delta H^\circ=RT^2\frac{d\ln K}{dT}.
$$

At the crossover, $\Delta G^\circ=-RT_x\ln(p_L/p^\circ)$. Writing the left side as $\Delta H^\circ-T_x\Delta S^\circ$ and collecting the terms in $T_x$ gives

$$
T_x=\frac{\Delta H^\circ(T_x)}{\Delta S^\circ(T_x)-R\ln(p_L/p^\circ)} .
$$

This is an equation to be solved, since $T_x$ stands on both sides. At $p_L=p^\circ$ it has the form of the two-number balance, with both quantities taken at the crossover itself.

### Where the entropy comes from

In $\ln K$ the three translational factors combine. Their masses appear as $m_Am_L/m_C$. Since $m_C=m_A+m_L$, this is the reduced mass $\mu$ of the two fragments. Together with $kT/p^\circ$ the translational part is

$$
f_{\mathrm{tr}}=\ln\!\left[\left(\frac{2\pi\mu kT}{h^2}\right)^{3/2}\frac{kT}{p^\circ}\right].
$$

It contains $\tfrac52\ln T$, so $T\,df_{\mathrm{tr}}/dT=\tfrac52$. The entropy rule above then gives

$$
\Delta S_{\mathrm{tr}}=R\left(f_{\mathrm{tr}}+\frac52\right).
$$

The net gain equals the translational entropy of one gas molecule with mass $\mu$. If the metal fragment is very heavy, $\mu\to m_L$ and the gain becomes that of the free carbodiimide.

Let $\Pi_i=(I_aI_bI_c)_i$. The rotational part contains $\tfrac32\ln T$, so in the same way

$$
\Delta S_{\mathrm{rot}}=R\left[\frac12\ln\!\left(\pi\frac{\Pi_A\Pi_L}{\Pi_C}\right)
+\frac32\ln\!\left(\frac{8\pi^2kT}{h^2}\right)+\frac32\right].
$$

For a vibration, $\ln q_{\mathrm{vib}}=-x/2-\ln(1-e^{-x})$ and $dx/dT=-x/T$. Therefore

$$
T\frac{d\ln q_{\mathrm{vib}}}{dT}=\frac x2+\frac{x}{e^x-1}.
$$

The molar energy and entropy of the mode are

$$
u=RT\left(\frac x2+\frac{x}{e^x-1}\right),\qquad
s=R\left[\frac{x}{e^x-1}-\ln(1-e^{-x})\right].
$$

The zero-point term $x/2$ contributes to the energy and cancels from the entropy. The changes $\Delta U_{\mathrm{vib}}$ and $\Delta S_{\mathrm{vib}}$ are sums over the product modes minus sums over the modes of the complex.

The enthalpy follows from the same derivatives:

$$
\Delta H^\circ=\Delta E+\frac52RT+\frac32RT+\Delta U_{\mathrm{vib}}
=\Delta E+4RT+\Delta U_{\mathrm{vib}} .
$$

Of the $4RT$, translation and rotation take $\tfrac32RT$ each as kinetic energy. The last $RT$ is the work of making room for one more gas molecule. These terms raise the enthalpy of release, while the vibrations lost from the complex lower it through $\Delta U_{\mathrm{vib}}$. Numerical derivatives of $\ln K$ confirmed the expressions for $\Delta H^\circ$ and $\Delta S^\circ$.

### A worked balance

The example is a generic complex with chosen parameters, not a named compound:

- The masses of $C$, $A$ and $L$ are 400, 280 and 120 u.
- The moments of inertia, in u Å$^2$, are (3000, 3500, 4500) for $C$, (1500, 2000, 2500) for $A$ and (150, 900, 950) for $L$.
- The six modes lost on release are at 40, 60, 90, 150, 250 and 400 cm$^{-1}$.
- Two carbodiimide modes shift from 700 and 1600 cm$^{-1}$ in the complex to 550 and 2100 cm$^{-1}$ in the free molecule.
- The electronic energy change is $\Delta E=100$ kJ/mol.

The reduced mass is $280\times120/400=84$ u. Solving $K(T)=1$ gives $T^*=471.35$ K, or about 198 °C. The entropy changes there are

$$
\Delta S^\circ=173.6+124.2-98.9=198.9\ \text{J/(mol K)},
$$

for translation, rotation and vibration in that order. Multiplying by $T^*$ puts them on the scale of the enthalpy:

$$
T^*\Delta S^\circ=81.8+58.5-46.6\approx93.8\ \text{kJ/mol}.
$$

The enthalpy change is also 93.8 kJ/mol, as the crossover condition demands. It lies 6.2 kJ/mol below $\Delta E$, which is the combined effect of $4RT$ and $\Delta U_{\mathrm{vib}}$.

Translation supplies the largest term, but 81.8 kJ/mol would not cover the enthalpy alone. Rotation is needed too, and the lost vibrations take back about a third of what translation and rotation supply. Counting only the translational entropy would understate the total by about 12 kJ/mol at this temperature. The error is no larger because the rotational and vibrational terms partly cancel.

### One usable crossover, or none

Since $d\ln K/dT=\Delta H^\circ/(RT^2)$, $\ln K$ rises wherever $\Delta H^\circ>0$. It can then pass a given value at most once. For the model, $\Delta H^\circ$ was positive and $\ln K$ increasing at every point of a 1 K grid from 100 to 1500 K, with one change of sign.

A positive enthalpy at low temperature does not by itself guarantee a crossing. When $x$ is small,

$$
\frac x2+\frac{x}{e^x-1}=1+\frac{x^2}{12}+\cdots,
$$

so each vibration tends to an energy $RT$, zero-point energy included. Losing six gives $\Delta U_{\mathrm{vib}}\to-6RT$ and

$$
\Delta H^\circ\to\Delta E-2RT .
$$

Integrating $\Delta H^\circ/(RT^2)$ in this classical limit yields

$$
\ln K=B-2\ln T-\frac{\Delta E}{RT},
$$

with $B$ a constant set by masses, moments, frequencies and the standard pressure. This function has a maximum at $T=\Delta E/(2R)$. If the maximum lies below $\ln(p_L/p^\circ)$, there is no crossover. If it lies above, the formula crosses that value twice, once on each side of the maximum, and the lower crossing is the endothermic release considered here.

In the example $\Delta H^\circ$ changes sign near 6000 K. No such complex survives there, and the harmonic model has lost its meaning. The number shows that the sign change does not disturb the crossover near 471 K. The other two cases are formal for parameters of this size. The maximum of $\ln K$ is about 18.7, so the absence of a crossover would need $p_L$ above $10^8$ bar, and the second crossing at 1 bar lies near $2\times10^8$ K.

### A closed formula with constant heat capacity

Suppose that $\Delta H^\circ$ and $\Delta S^\circ$ are known at one reference temperature $T_0$. Let their values be $H_0$ and $S_0$, and let $\kappa$ be the heat-capacity change at constant pressure, taken as constant. Then

$$
\Delta H^\circ=H_0+\kappa(T-T_0),\qquad
\Delta S^\circ=S_0+\kappa\ln\frac{T}{T_0},
$$

the second because $d\Delta S^\circ=\kappa\,dT/T$. Define $a=H_0-\kappa T_0$. At $p_L=p^\circ$ the condition $\Delta G^\circ=0$ reads

$$
a+\kappa T-TS_0-\kappa T\ln\frac{T}{T_0}=0 .
$$

Divide by $\kappa T$ and set $y=a/(\kappa T)$:

$$
\ln\frac{T}{T_0}=y+1-\frac{S_0}{\kappa}.
$$

Now substitute $T/T_0=a/(\kappa T_0y)$, exponentiate, and move the factors of $y$ to one side:

$$
y\,e^y=z,\qquad z=\frac{a}{\kappa T_0}\,e^{S_0/\kappa-1}.
$$

The Lambert function $W$ is defined as the solution of $We^W=z$. Consider $\kappa<0$ and $a>0$, as in the example. Then $z<0$, and real solutions exist if $z\ge-1/e$, the minimum of $ye^y$. For $-1/e<z<0$ there are two. To choose between them, note that $\Delta H^\circ=a+\kappa T=\kappa T(y+1)$. With $\kappa<0$ this is positive when $y<-1$, which is the branch $W_{-1}$. The endothermic crossover is therefore

$$
T^*=\frac{a}{\kappa\,W_{-1}(z)} .
$$

For the model, $H_0=96.14$ kJ/mol, $S_0=205.15$ J/(mol K) and $\kappa=-11.85$ J/(mol K) at 298.15 K. Thus

$$
a=96.14+0.01185\times298.15\approx99.67\ \text{kJ/mol},
$$

and $z\approx-3.1\times10^{-7}$. The result is 471.1 K, against 471.35 K for the full model and 468.6 K from $H_0/S_0$.

The direction of the last error can be derived. Allowing for $\kappa$ adds to the straight-line Gibbs energy the term

$$
\kappa\left[(T-T_0)-T\ln\frac{T}{T_0}\right].
$$

The bracket vanishes at $T_0$ and has slope $-\ln(T/T_0)$, so it is negative above $T_0$. With $\kappa<0$ the correction is positive and moves the crossing upward. In this example the shift is below 3 K, so the simple ratio is adequate for a first decision. The shift grows with the distance of the crossover from $T_0$. With $\Delta E=150$ kJ/mol the ratio gives 712 K against 727 K for the full model, and with 200 kJ/mol it gives 956 K against 992 K. Nor is $\kappa$ truly constant: it has changed to $-15.2$ J/(mol K) at 471 K.

### Carbodiimide pressure

Differentiate $\ln K(T_x)=\ln(p_L/p^\circ)$ and use the derivative of $\ln K$:

$$
\frac{dT_x}{d\ln p_L}=\frac{RT_x^2}{\Delta H^\circ(T_x)} .
$$

The sign is positive for an endothermic release: more free carbodiimide pushes the equilibrium back to the guanidinate, so a higher temperature is needed. At $T^*$ the slope is 19.7 K per unit of $\ln p_L$.

For a large pressure change the slope itself varies. If $\Delta H^\circ$ is held constant, separating variables gives $dT_x/T_x^2=(R/\Delta H^\circ)\,d\ln p_L$. Integration from $p^\circ$ to $p_L$ yields

$$
\frac1{T_x}=\frac1{T^*}-\frac{R}{\Delta H^\circ}\ln\frac{p_L}{p^\circ}.
$$

At $p_L=0.001$ bar this predicts 365.75 K; the full model gives 366.47 K. The crossover has dropped by about 105 K from its 1 bar value. Whether the guanidinate or the amide is favoured at 400 K therefore depends on the pressure: 400 K lies between the two crossovers.

As $p_L\to0$, the ratio $p_A/p_C=Kp^\circ/p_L$ grows without limit at any fixed $T>0$. The crossover itself falls only slowly with pressure, to 300 K at $10^{-6}$ bar and 255 K at $10^{-9}$ bar in the model. A stream that keeps removing carbodiimide does not hold $p_L$ at a set value, and so has no single crossover of this kind. The extent of loss then depends on the gas flow and the time allowed, together with the equilibrium constant and the reaction rates.

### Errors in the calculated energy and frequencies

At $p_L=p^\circ$ the condition is $\Delta G^\circ(T,\Delta E)=0$. Its derivative with respect to $\Delta E$ is one, and with respect to $T$ it is $-\Delta S^\circ$. Keeping the sum of the changes at zero gives

$$
\frac{dT^*}{d\Delta E}=\frac1{\Delta S^\circ}.
$$

For the model this is 5.0 K per kJ/mol. To first order, an error of 10 kJ/mol in the electronic energy moves the crossover by about 50 K, far more than the heat-capacity correction. For this model, effort spent on the reaction energy is therefore better placed than effort spent on the temperature dependence of $\Delta H^\circ$.

An error that multiplies $K$ by a factor $g$ has the effect of replacing $\ln p_L$ by $\ln p_L-\ln g$. To first order it shifts the 1 bar crossover by $-19.7\ln g$ K. A missing factor of two, for example from a conformer count, costs about 14 K there, and about 8 K at 0.001 bar, where the coefficient is 11.7 K. Soft modes enter in the same way: for small $x$, $q_{\mathrm{vib}}\approx1/x$, so $K$ is proportional to each soft wavenumber of the complex. Halving one of them halves $K$ and raises $T^*$ by about 14 K. Large-amplitude motions, for which the harmonic form is doubtful, deserve a separate treatment. Interpolating the entropy of each mode toward that of a free rotor below about 100 cm$^{-1}$ (the quasi-RRHO scheme), with the enthalpy left harmonic, lowers $T^*$ in this model from 471 K to about 436 K.

### Keeping the carbodiimide bound

To see how much depends on release, consider a control case. The carbodiimide forms at the same cost $\Delta E$ but stays attached to the metal. The complex is looser: its six listed modes are halved to 20, 30, 45, 75, 125 and 200 cm$^{-1}$, while the two carbodiimide modes take their free values. The mass and moments of inertia are kept, so translation and rotation cancel, and no factor $kT/p^\circ$ appears. The equilibrium constant is

$$
K_{\mathrm{bound}}=e^{-\Delta E/RT}\,
\frac{\prod q_{\mathrm{vib}}(\text{loosened})}{\prod q_{\mathrm{vib}}(\text{original})}.
$$

In the classical limit, halving six wavenumbers contributes $6R\ln2$ to the entropy, much less than the gain on release. The control reaches $K_{\mathrm{bound}}=1$ near 2900 K, about six times the crossover with release. That temperature is no prediction for a real complex. It shows that, at equal $\Delta E$ and for this degree of softening, loosening the chelate does not offset the enthalpy at a usable temperature, whereas setting one molecule free does. A carbodiimide that really stays bound keeps some binding energy, so its cost would normally be lower. With $\Delta E=20$ kJ/mol the same control crosses near 620 K.

### Where the result stops

The crossover is a property of equilibrium. It contains no activation barrier, so a complex above $T_x$ may persist if deinsertion is slow, and one below it may still lose some carbodiimide.

The entropies above belong to a gas-phase complex. If $C$ and $A$ are instead dilute in the same ideal liquid, their composition terms still cancel at equal amounts, and the condition again relates an equilibrium constant to $p_L$. That constant contains solvation energies and the restricted motion of both metal species, so the gas-phase value of $T_x$ cannot be carried over unchanged. If the amide dimerizes or decomposes, the new species must be added to the equilibrium before half conversion of the metal is assigned a temperature.

The main values, with their units, are in the numerical output below.

## Calculated quantities

```
Electronic energy change: 100.0 kJ/mol
Mass, complex: 400 u
Moments, complex: 3000 3500 4500 u angstrom^2
Mass, amide: 280 u
Moments, amide: 1500 2000 2500 u angstrom^2
Mass, carbodiimide: 120 u
Moments, carbodiimide: 150 900 950 u angstrom^2
Six transitional modes: 40 60 90 150 250 400 cm^-1
Carbodiimide modes, bound: 700 1600 cm^-1
Carbodiimide modes, free: 550 2100 cm^-1
Standard pressure: 1 bar
Reduced mass for translation: 84.0 u
Reference temperature: 298.15 K
Reference enthalpy change: 96.14 kJ/mol
Reference entropy change: 205.15 J/(mol K)
Reference heat-capacity change: -11.85 J/(mol K)
Reference Gibbs energy change: 34.97 kJ/mol
Crossover at 1 bar carbodiimide: 471.35 K
Same crossover in Celsius: 198.20 deg C
Enthalpy change at crossover: 93.77 kJ/mol
Entropy change at crossover: 198.94 J/(mol K)
Entropy part, translation: 173.64 J/(mol K)
T times entropy, translation: 81.84 kJ/mol
Entropy part, rotation: 124.20 J/(mol K)
T times entropy, rotation: 58.54 kJ/mol
Entropy part, vibration: -98.90 J/(mol K)
T times entropy, vibration: -46.61 kJ/mol
Constant H and S estimate: 468.63 K
Lambert argument: -3.1293e-07 (dimensionless)
Lambert estimate: 471.09 K
Low carbodiimide pressure: 0.001 bar
Crossover at low pressure: 366.47 K
Low-pressure estimate, constant H: 365.75 K
Slope with ln pressure: 19.70 K
Slope with reaction energy: 5.03 K/(kJ/mol)
Closed vessel, conversion at K=1, 1 bar: 0.7071
Same conversion from counting: 0.7071
Closed vessel, half conversion, 1 bar: 450.69 K
Formal zero of enthalpy change: 6034 K
Softened modes in control: 20 30 45 75 125 200 cm^-1
Control crossover without gas release: 2924 K
```
